# Skin-effect resistance of an isolated round via at low frequency

## From the field equations to the first correction

Q: A through-silicon via is a metal post that carries current through a chip. I am told that its resistance rises with frequency. Before you write a formula, tell me which via you mean.

A: A straight cylinder of radius $a$, much longer than it is wide, with a uniform conductivity $\sigma$. It is nonmagnetic. The current density follows the local Ohm's law $J=\sigma E$. The total current along the axis is the real part of $Ie^{i\omega t}$, so $I$ is a peak amplitude. The via is isolated: no other current is near enough to spoil the circular symmetry, and every field amplitude depends only on the distance $r$ from the axis.

I use atomic units for the algebra, with $\hbar=m_e=e=4\pi\varepsilon_0=1$. The speed of light is then $c=1/\alpha$, where $\alpha$ is the fine-structure constant. Since $\varepsilon_0=1/(4\pi)$ and $\mu_0\varepsilon_0=1/c^2$, the permeability is $\mu_0=4\pi\alpha^2$.

Q: What do Maxwell's equations say in this geometry?

A: The electric field has an axial component $E(r)$ and the magnetic field an azimuthal component $B(r)$. The azimuthal component of $\nabla\times\mathbf E$ is $-E'$, where the prime means $d/dr$. Faraday's law, $\nabla\times\mathbf E=-i\omega\mathbf B$, therefore gives

$$E'=i\omega B .$$

Ampère's law, without displacement current, gives

$$\frac1r\frac{d}{dr}(rB)=4\pi\alpha^2\sigma E .$$

The displacement current would replace $\sigma$ by $\sigma+i\omega\varepsilon_0$, so dropping it requires $\omega\varepsilon_0/\sigma\ll1$. Multiply the first equation by $r$, differentiate, divide by $r$, and insert the second:

$$\frac1r\frac{d}{dr}(rE')=4\pi i\alpha^2\sigma\omega\,E .$$

The factor on the right has the dimension of an inverse area. I define the skin depth $\delta$ by

$$\delta^2=\frac{1}{2\pi\alpha^2\sigma\omega}=\frac{2}{\mu_0\sigma\omega},$$

so that $4\pi\alpha^2\sigma\omega=2/\delta^2$. The field equation becomes

$$E''+\frac{E'}{r}+k^2E=0,\qquad k^2=-\frac{2i}{\delta^2},\qquad k=\frac{1-i}{\delta}.$$

The last form holds because $(1-i)^2=-2i$.

Q: You will now announce a Bessel function. Can you show where it comes from?

A: Try $E=\sum_n c_n r^{2n}$. The first two terms of the equation turn $c_nr^{2n}$ into $(2n)^2c_nr^{2n-2}$. The coefficient of $r^{2n-2}$ must vanish, so

$$4n^2c_n+k^2c_{n-1}=0,\qquad c_n=-\frac{k^2}{4n^2}c_{n-1}.$$

Repeating this from $c_0=C$ gives $E=CJ_0(kr)$ with

$$J_0(x)=\sum_{n=0}^\infty\frac{(-1)^n}{(n!)^2}\left(\frac x2\right)^{2n}.$$

The second independent solution behaves as $\ln r$ near the axis. For it, $rE'$ and hence $rB$ would tend to a nonzero constant at $r=0$. That would need a finite current in a line of zero cross-section, so this solution is excluded.

I also need $J_1=-J_0'$. Differentiating the series term by term and shifting the index by one gives

$$J_1(x)=\sum_{n=0}^\infty\frac{(-1)^n}{n!(n+1)!}\left(\frac x2\right)^{2n+1}.$$

Q: The constant $C$ is unknown. How is it tied to the current?

A: Write the field equation as $(rE')'=-k^2rE$ and integrate over the cross-section:

$$I=2\pi\sigma\int_0^a Er\,dr=-\frac{2\pi\sigma}{k^2}\,aE'(a).$$

Since $E'(a)=-CkJ_1(ka)$, the two minus signs cancel:

$$I=\frac{2\pi a\sigma C}{k}J_1(ka).$$

The internal impedance per length is the surface field divided by the current:

$$Z=\frac{E(a)}{I}=\frac{k}{2\pi a\sigma}\frac{J_0(ka)}{J_1(ka)}.$$

At zero frequency the resistance per length is $R_0=1/(\pi a^2\sigma)$. Dividing by it, and writing $x=ka$, gives

$$\frac{Z}{R_0}=F(x)=\frac x2\frac{J_0(x)}{J_1(x)},\qquad x=(1-i)s,\qquad s=\frac a\delta .$$

Q: I object to the surface field. The field differs from one radius to another, so why should its value at the rim decide the resistance?

A: Because the rim value gives the right energy balance. Let $I(r)$ be the current inside radius $r$. Ampère's law in integral form is $2\pi rB=4\pi\alpha^2I(r)$, so

$$E'=i\omega B=\frac{2i\omega\alpha^2}{r}I(r).$$

Also $dI(r)/dr=2\pi r\sigma E$. The product rule then gives, with a star for the complex conjugate,

$$\frac{d}{dr}\left[E\,I^*(r)\right]=\frac{2i\omega\alpha^2}{r}|I(r)|^2+2\pi r\sigma|E|^2 .$$

Integrate from the axis, where $I(0)=0$, to the surface, and divide by $|I|^2$:

$$Z=\frac{1}{|I|^2}\int\sigma|E|^2dA+\frac{2i\omega\alpha^2}{|I|^2}\int_0^a\frac{|I(r)|^2}{r}dr .$$

The time-averaged Joule loss per length is $\frac12\int\sigma|E|^2dA$. The real part $R=\mathrm{Re}\,Z$ therefore satisfies loss $=\frac12|I|^2R$, which is what a resistance should do. The imaginary part comes from magnetic energy inside the metal. If the integral is continued into a lossless exterior, $\sigma$ is zero there and the added part is imaginary. The external magnetic field changes the reactance and leaves $R$ alone, provided that radiation is neglected.

Q: Then expand your ratio. I would like to see the division and not merely its answer.

A: Put $y=x^2$. The numerator is

$$J_0=1-\frac y4+\frac{y^2}{64}-\frac{y^3}{2304}+\frac{y^4}{147456}-\dots$$

and the denominator is

$$\frac{2J_1}{x}=1-\frac y8+\frac{y^2}{192}-\frac{y^3}{9216}+\frac{y^4}{737280}-\dots$$

Let $F=1+f_1y+f_2y^2+f_3y^3+f_4y^4+\dots$. The product of $F$ and the denominator must equal the numerator. The first power gives

$$f_1-\frac18=-\frac14,\qquad f_1=-\frac18 .$$

The second power gives

$$f_2=\frac1{64}-\frac1{192}+\frac{f_1}{8}=\frac1{64}-\frac1{192}-\frac1{64}=-\frac1{192}.$$

The third power gives

$$f_3=-\frac1{2304}+\frac1{9216}+\frac{f_2}{8}-\frac{f_1}{192}.$$

Here $f_2/8=-1/1536$ and $-f_1/192=+1/1536$ cancel, which leaves $f_3=-3/9216=-1/3072$. The fourth power gives

$$f_4=\frac1{147456}-\frac1{737280}+\frac{f_3}{8}-\frac{f_2}{192}+\frac{f_1}{9216}.$$

Over the common denominator 737280 the numerators are $5-1-30+20-10=-16$, so $f_4=-1/46080$.

Now $y=(1-i)^2s^2=-2is^2$. Its powers are $y^2=-4s^4$, $y^3=8is^6$ and $y^4=16s^8$. Inserting them,

$$F=1+\frac{i s^2}{4}+\frac{s^4}{48}-\frac{i s^6}{384}-\frac{s^8}{2880}+\dots$$

The real part is the resistance ratio:

$$\frac{R}{R_0}-1=\frac1{48}\left(\frac a\delta\right)^4-\frac1{2880}\left(\frac a\delta\right)^8+\dots$$

The leading fractional increase is one forty-eighth of the fourth power of radius over skin depth.

Q: There is a term in $s^2$, and it is larger. Why does it not heat the via?

A: It is imaginary, so it is a reactance. Multiply it by $R_0$ and insert the definition of $\delta$:

$$R_0\frac{s^2}{4}=\frac{1}{\pi a^2\sigma}\,\frac{2\pi\alpha^2\sigma\omega a^2}{4}=\omega\frac{\alpha^2}{2}.$$

This is $\omega L$ with an internal inductance $L=\alpha^2/2$ per length, independent of radius and conductivity. The series for $F$ has real coefficients in powers of $y$, and $y$ is $-i\omega$ times a positive constant. Odd powers of $\omega$ are therefore imaginary and even powers real. The resistance can change first at order $\omega^2$, which is order $s^4$. The leading increase can also be written as

$$\frac{s^4}{48}=\frac13\left(\frac{s^2}{4}\right)^2=\frac13\left(\frac{\omega L}{R_0}\right)^2 .$$

Q: Is the number 48 a property of the via, or of your definition of $\delta$?

A: Of both. If someone used the length $\delta'$ with $\delta'^2=1/(\mu_0\sigma\omega)=\delta^2/2$, then $(a/\delta)^4=(a/\delta')^4/4$, and the coefficient would be $1/192$. The form $\frac13(\omega L/R_0)^2$ contains no such choice.

Q: I still lack a picture. Does the current leave the middle and so use less metal?

A: That story suits high frequency. At small $s$ one can compute the redistribution directly. Hold the total current $I$ fixed. To lowest order the density is uniform, $J_u=I/(\pi a^2)$, and the current inside radius $r$ is $I r^2/a^2$. The expression for $E'$ above becomes

$$E'=\frac{2i\omega\alpha^2I\,r}{a^2},\qquad E=\text{constant}+i\omega\alpha^2I\,u,\qquad u=\frac{r^2}{a^2}.$$

An area element is $2\pi r\,dr=\pi a^2du$, so $u$ is spread uniformly between 0 and 1 over the disc, with mean $\frac12$. The total current is already carried by $J_u$, so the first-order density must have zero mean. This fixes the constant:

$$\frac{J^{(1)}}{J_u}=i\pi a^2\sigma\omega\alpha^2\left(u-\frac12\right)=\frac{i s^2}{2}\left(u-\frac12\right).$$

The factor $i$ means that this current is a quarter period out of phase with the main one. It flows one way near the rim and the other way near the axis. It is an eddy current that carries nothing through the via but does dissipate power.

From the energy balance, $R/R_0$ is the average of $|J|^2$ over the disc divided by the squared magnitude of the average of $J$. The eddy current contributes

$$\left\langle\left|\frac{J^{(1)}}{J_u}\right|^2\right\rangle=\frac{s^4}{4}\int_0^1\left(u-\frac12\right)^2du=\frac{s^4}{4}\cdot\frac1{12}=\frac{s^4}{48}.$$

The coefficient $1/48$ is the variance of $u/2$ over the disc.

Q: You have cheated. The next correction to the density is of order $s^4$ and in phase with the main current. Its cross term with $J_u$ is also of order $s^4$.

A: The cross term has the right order, but it averages to zero. Call that correction $J^{(2)}$. Its contribution is $2\langle J_uJ^{(2)}\rangle$ for real $J_u$. The factor $J_u$ is uniform and comes out of the average, and $\langle J^{(2)}\rangle=0$ because the total current is fixed. So $J^{(2)}$ does move in-phase current outward, but this does not change the loss at order $s^4$. The first-order eddy current has no cross term either, since it is in quadrature with both $J_u$ and $J^{(2)}$. What remains starts at order $s^8$. At small $s$ the resistance therefore rises because of the added eddy current, and the picture of lost cross-section does not apply.

## How far the law reaches, and a copper via

The symbols carried over are these. The via has radius $a$, conductivity $\sigma$ and direct-current resistance $R_0=1/(\pi a^2\sigma)$ per length. The skin depth obeys $\delta^2=2/(\mu_0\sigma\omega)$ with $\mu_0=4\pi\alpha^2$, and $s=a/\delta$. The ratio $R/R_0$ equals $\langle|J|^2\rangle/|\langle J\rangle|^2$, with averages over the disc. For small $s$ the fractional increase is $s^4/48-s^8/2880+\dots$, and its first term comes from eddy currents in quadrature with the main current.

Q: A first term without an error estimate is of little use. How wrong can $s^4/48$ be?

A: The field can be expanded in modes that give a strict bound. Let $j_n$ be the positive zeros of $J_1$, and let $\varphi_n(r)=J_0(j_nr/a)$. These functions satisfy

$$(r\varphi_n')'=-\frac{j_n^2}{a^2}r\varphi_n,\qquad \varphi_n'(a)=0,$$

the second because $J_0'=-J_1$. With the constant function $\varphi_0=1$, for which $j_0=0$, they form a complete orthogonal set on the disc for radial functions, by the standard theorem for Sturm–Liouville problems.

Multiply the field equation $(rE')'=(2i/\delta^2)rE$ by $\varphi_n$ and integrate by parts twice on the left:

$$a\varphi_n(a)E'(a)-\frac{j_n^2}{a^2}\int_0^aE\varphi_nr\,dr=\frac{2i}{\delta^2}\int_0^aE\varphi_nr\,dr .$$

Solve for the integral and multiply by $2/a^2$ to turn it into a disc average:

$$\langle E\varphi_n\rangle=\frac{2a\varphi_n(a)E'(a)}{j_n^2+2is^2},\qquad \langle E\rangle=\frac{2aE'(a)}{2is^2}.$$

The norm of each mode is also needed. The derivative $J_1'=J_0-J_1/x$ follows from the Bessel equation for $J_0$. With it,

$$\frac{d}{dx}\left[\frac{x^2}{2}(J_0^2+J_1^2)\right]=x(J_0^2+J_1^2)-xJ_1^2=xJ_0^2 .$$

Integrating up to $j_n$, where $J_1=0$, gives $\langle\varphi_n^2\rangle=J_0(j_n)^2=\varphi_n(a)^2$. The mean square of $E$ is the sum of its squared mode amplitudes, so

$$\frac R{R_0}-1=\sum_{n\ge1}\frac{|\langle E\varphi_n\rangle|^2}{\langle\varphi_n^2\rangle|\langle E\rangle|^2}=\sum_{n\ge1}\frac{4s^4}{j_n^4+4s^4}.$$

Every term is positive and grows with $s$. For small $s$ the sum expands to $4s^4\sum j_n^{-4}-16s^8\sum j_n^{-8}+\dots$. Comparison with the known series gives $\sum j_n^{-4}=1/192$ and $\sum j_n^{-8}=1/46080$. These are numbers, so they may now be used at any $s$:

$$\frac{s^4}{48}-\left(\frac R{R_0}-1\right)=\sum_{n\ge1}\frac{16s^8}{j_n^4(j_n^4+4s^4)} .$$

The right side is positive. Dropping $4s^4$ from its denominator makes it larger, hence

$$0<\frac{s^4}{48}-\left(\frac R{R_0}-1\right)<\frac{s^8}{2880}\qquad(s>0).$$

Within this model the fourth-power term overestimates the increase at every frequency.

Q: If it becomes poor, I can take more terms of the series.

A: Up to a point. A mode with no net current has no magnetic field at the surface, and if left alone it decays as $e^{-t/\tau_n}$. Replacing $i\omega$ by $-1/\tau_n$ in the field equation gives $j_n^2/a^2=\mu_0\sigma/\tau_n$, or $\tau_n=\mu_0\sigma a^2/j_n^2$. Since $2s^2=\mu_0\sigma\omega a^2$, each term of the sum is

$$\frac{(\omega\tau_n)^2}{1+(\omega\tau_n)^2}.$$

Its expansion in powers of $\omega$ converges when $\omega\tau_n<1$. The slowest mode has $j_1=3.8317$, found numerically, so the series converges for $s<j_1/\sqrt2=2.709$. Beyond that, adding terms eventually makes matters worse, although the impedance itself remains smooth.

Q: What replaces the fourth power at high frequency?

A: Let $w=J_0/J_1$. The derivatives of the two functions give

$$w'=-1-w^2+\frac wx .$$

For large $|x|$ seek $w=w_0+w_1/x+\dots$. The leading order gives $w_0^2=-1$. The next gives $-2w_0w_1+w_0=0$, so $w_1=\frac12$. Of the two signs, $w_0=+i$ makes the resistance positive for $x=(1-i)s$:

$$F\simeq\frac x2\left(i+\frac1{2x}\right)=\frac{(1+i)s}{2}+\frac14,\qquad \frac R{R_0}\simeq\frac s2+\frac14 .$$

The term $s/2$ is the full area $\pi a^2$ divided by the area $2\pi a\delta$ of a surface layer one skin depth thick. Here the picture of lost cross-section is right.

Q: Put in numbers for a via someone might build.

A: Take copper with a radius of 2500 nm, a height of 50000 nm and a resistivity $\rho=1/\sigma$ of 1.7 μΩ cm at 300 K, carrying current at $f=1$ GHz. In SI form the skin depth is

$$\delta=\sqrt{\frac{\rho}{\pi f\mu_0}}=2075\ \text{nm},$$

or $2.075\times10^4$ Å. Then

$$s=\frac a\delta=1.2047,\qquad s^4=2.1066,\qquad \frac{s^4}{48}=4.389\%.$$

The next term is $-s^8/2880=-0.154\%$. The bounds place the increase between 4.235% and 4.389%, and the Bessel formula gives 4.240%. With height $h$, the direct-current resistance $\rho h/(\pi a^2)$ is 43.29 mΩ. Multiplying by 1.0424 gives 45.13 mΩ.

With the via and its resistivity held fixed, $s^2$ is proportional to frequency:

| $f$ (GHz) | $s$ | $s^4/48$ (%) | Bessel (%) |
|---|---|---|---|
| 0.3 | 0.660 | 0.395 | 0.394 |
| 1 | 1.205 | 4.39 | 4.24 |
| 3 | 2.087 | 39.5 | 30.2 |
| 10 | 3.810 | 439 | 118 |

A numerical root search puts the point where the leading term is 10% too large, relative to the increase itself, at $s=1.57$. For this via that is 1.70 GHz. At 10 GHz the series no longer converges, while $s/2+1/4=2.155$ lies close to the Bessel ratio of 2.180.

Q: No via is isolated. The current must come back somewhere.

A: That is a delicate assumption in the series resistance. Let an equal via at centre distance $p$ carry the current $-I$, and take both vias to be much longer than $p$. At small $s$ its current is nearly uniform, and outside itself it acts as a line current. Its vector potential at distance $d$ from its axis is $2\alpha^2I\ln d$, up to a constant. The induced field $-i\omega A$ in our via drives a density which, relative to $J_u$, is

$$-\pi a^2\sigma\cdot2i\omega\alpha^2\ln d=-is^2\ln d .$$

The via's own field gave $is^2u/2$. The earlier argument about fixed current still holds, so the fractional loss is $s^4$ times the variance of $u/2-\ln d$. With the angle $\theta$ measured from the direction of the neighbour,

$$\ln d=\ln p-\sum_{m\ge1}\frac1m\left(\frac rp\right)^m\cos m\theta .$$

The cosines average to zero against each other and against $u$. Using $\langle\cos^2m\theta\rangle=\frac12$ and $\langle r^{2m}\rangle=a^{2m}/(m+1)$,

$$\frac R{R_0}-1\simeq s^4\left[\frac1{48}+\frac14\left(\frac ap\right)^2+\frac1{24}\left(\frac ap\right)^4+\dots\right].$$

The neighbour's leading share is $12(a/p)^2$ times the isolated term. To keep it below a tenth at small $s$, the pitch must exceed $\sqrt{120}\,a$, about eleven radii.

For a pitch of 20000 nm, eight radii, the formula gives a ratio of $12/64=0.1875$, or 0.82% of $R_0$ at 1 GHz. Since $s$ is not small here, I also solved the pair numerically. The cross-section was cut into square filaments, 36 across the diameter, coupled through the logarithms of their distances, with a mirror-image return current. The linear equations for the filament currents give an extra 0.67% of $R_0$, or 0.16 of the isolated increase. The terms in $a/p$ listed above are positive, so the reduction from 0.82% comes from higher powers of $s$.

Q: Chips run hot, and copper at this scale is not a textbook conductor. Does that matter more?

A: Temperature does. With a rough coefficient of 0.0039 per K, the resistivity at 380 K is $1.7\,(1+0.0039\times80)=2.23$ μΩ cm. At fixed frequency $s^4$ falls as $1/\rho^2$, and the fractional increase drops from 4.24% to 2.50%. The resistance itself rises to 58.2 mΩ, because $R_0$ grows by 31%.

The electron mean free path is about 39 nm in a free-electron estimate, with one conduction electron per atom and four atoms in a cubic cell of edge about 0.36 nm. It is 0.019 of the skin depth, so a local Ohm's law is reasonable in the interior. Electrons within one mean free path of the wall fill about $2\times0.0155=3\%$ of the section. For fully diffuse scattering at the wall, the free-electron result for a thick wire raises the resistance by $3/8$ of the ratio of mean free path to radius, about 0.6%, and a partly specular wall gives less. This shift enters $R_0$ and $R$ almost equally, so it changes the resistance itself but moves the fractional increase only from 4.24% to about 4.20%.

Q: And the silicon around the via?

A: Its eddy currents are weak: at a resistivity of 10 Ω cm its skin depth is about 250 times the pitch. Leakage from one via to the other is more serious. Each via has an oxide liner, here $t=200$ nm thick with relative permittivity 3.9. Integrating the radial field across it gives

$$C=\frac{2\pi\varepsilon_0\,3.9\,h}{\ln[(a+t)/a]}=141\ \text{fF}.$$

Between the liners, of outer radius $b=a+t$, the silicon acts as a conductor between two cylinders. Put opposite line sources at $\pm q$ with $q^2=D^2-b^2$ and $D=p/2$. On the circle of radius $b$ about $D$, the squared distances to the two sources are $2(D\pm q)(D+b\cos\theta)$. Their ratio is constant, so the circle is an equipotential. I treat the outer liner surfaces as these equipotentials. The logarithm of the distance ratio is $\eta=\operatorname{arccosh}(D/b)$. A current $K$ per length from one source to the other puts the two circles at the potentials $\pm K\eta/(2\pi\sigma_{\rm Si})$, so the conductance per length is $K$ divided by their difference, $\pi\sigma_{\rm Si}/\eta$. The displacement current adds $i\omega\varepsilon_{\rm Si}$ to $\sigma_{\rm Si}$. With height $h$, and with the two liners in series,

$$Y_{\rm Si}=\frac{\pi h(\sigma_{\rm Si}+i\omega\varepsilon_{\rm Si})}{\eta},\qquad \frac1Y=\frac{2}{i\omega C}+\frac1{Y_{\rm Si}} .$$

I take a relative permittivity of about 12 for silicon and ignore any depletion layer. Such a layer would add a capacitance in series with each liner. At this doping it can be wider than the oxide and reduce the shunt loss several-fold, so the value below is an upper estimate in this respect. If the pair feeds a load $R_L=50$ Ω, the voltage between the vias is about $R_LI$. The shunt loss then equals that of a series resistance $R_L^2\,\mathrm{Re}\,Y\approx450$ mΩ. The two isolated vias together have 90 mΩ.

Q: So the effect you derived is a small part of the total loss.

A: For this load and this silicon, yes. The shunt loss belongs to the admittance between the vias and does not alter the series resistance, but a measurement of total power would contain both. A smaller load resistance reduces it as $R_L^2$ at fixed current, as long as $R_L$ stays well above the impedance of the vias themselves.

Q: Set the model beside a real via, then. Which assumption breaks first?

A: The dimensions and resistivity are rough values typical of copper vias, and none is meant as data for a particular product. For the series resistance at 1 GHz I cannot name a single one. Wall scattering mainly rescales $R_0$, but two assumptions about the geometry matter. The first is isolation. For long parallel vias at this pitch, the return current adds about 0.16 of the predicted increase. Here the height is only 2.5 times the pitch, so the actual share also depends on the finite length and on how the vias are connected. The second is that the current enters evenly at the ends. It comes from pads, and near them the radial solution does not hold. If uneven entry adds the resistance of half a radius of via at each end, that is already 5% of $R_0$, more than the increase of 4.24%. The true value depends on the pads and is not calculated here. Two other approximations are safe: the wavelength in this conducting silicon, roughly $2\pi$ times its skin depth of 5 mm, is about 600 times the height, and the displacement current in copper is about $10^{-9}$ of the conduction current. The law $s^4/48$ thus describes the first rise of the series resistance when $s$ is below about 1.5, the return path is many radii away, the via is long compared with its width, and the silicon is lightly doped. In heavily doped silicon the eddy currents of the substrate add to the series resistance: for long vias at this pitch and 1 GHz, about 3% of $R_0$ at 0.01 Ω cm, against less than 0.01% at 10 Ω cm.
